# Kimball's relations: electron cusp, pair-function slope and momentum-distribution tail, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong without them

Put two electrons of opposite spin in a harmonic well (section 8) and take a trial function that has the right Gaussian envelope but half the correct slope at $r_{12}=0$. Its overlap with the exact ground state is $0.9976$. Its momentum distribution at large $k$ falls as $0.354/k^8$, while the exact one falls as $0.745/k^8$ (atomic units). A diffusion Monte Carlo mixed estimate with that trial function gives $0.515/k^8$, about 31% below the exact coefficient. A high overlap says little about this quantity, and the kinetic energy says little more: the exact state carries only about $1.6\times10^{-6}$ Ha of it above $k=20$ bohr$^{-1}$.

The pair function at contact has a similar weakness. Close pairs are rare in a Monte Carlo run, so $g(r)$ must be extrapolated to $r=0$ from its noisiest bins, and a plane-wave basis converges $g(0)$ only as the inverse cutoff: in the periodic cell of section 7 it is still 3.4% above the extrapolated value at a cutoff of $37$ bohr$^{-1}$. Kimball's relations tie the slope of $g$, the tail of the structure factor and the tail of $n(k)$ to the one number $g(0)$.

## 2. Conventions

Hartree atomic units are used. The Hamiltonian is
$$H=\sum_i\left[-\tfrac12\nabla_i^2+v_{\rm ext}(\mathbf r_i)\right]+\sum_{i<j}\frac{\lambda}{r_{ij}},$$
in three dimensions, without relativity or spin–orbit coupling, and with $v_{\rm ext}$ smooth. The physical coupling is $\lambda=1$; keeping $\lambda$ shows which power of the coupling enters where. In ordinary units $\lambda$ becomes $1/a_0=1.8897$ Å$^{-1}$, since dividing $-(\hbar^2/m)\nabla^2+e^2/r$ by $\hbar^2/m$ leaves $me^2/\hbar^2=1/a_0$ (Gaussian units).

Spins are assigned to labels: $\Psi(\mathbf r_1,\dots,\mathbf r_N)$ is normalized, the first $N_\uparrow$ electrons have spin up, and $\Psi$ is antisymmetric within each spin group. With electron 1 up and electron 2 standing for a partner of the stated spin,
$$\rho_{\uparrow\downarrow}(\mathbf r_1,\mathbf r_2)=N_\uparrow N_\downarrow\int|\Psi|^2d\tau,\qquad \rho_{\uparrow\uparrow}(\mathbf r_1,\mathbf r_2)=N_\uparrow(N_\uparrow-1)\int|\Psi|^2d\tau,$$
where $d\tau$ covers the other $N-2$ electrons, the spectators. In a uniform gas of spin densities $n_\sigma$ and total density $n$,
$$\rho_{\sigma\sigma'}=n_\sigma n_{\sigma'}g_{\sigma\sigma'}(r),\qquad n^2g=\sum_{\sigma\sigma'}n_\sigma n_{\sigma'}g_{\sigma\sigma'}.$$
Fourier transforms are $F[f](\mathbf k)=\tilde f(\mathbf k)=\int f\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. The momentum distribution of a finite system is
$$\mathcal N_\uparrow(\mathbf k)=N_\uparrow\int\prod_{j\ge2}d^3r_j\left|\int d^3r_1\,e^{-i\mathbf k\cdot\mathbf r_1}\Psi\right|^2,\qquad\int\frac{d^3k}{(2\pi)^3}\mathcal N_\uparrow=N_\uparrow .$$
For a gas in volume $V$ the occupation number is $n_\sigma(\mathbf k)=\mathcal N_\sigma(\mathbf k)/V$, which equals 1 inside the Fermi sphere of the free gas.

## 3. The cusp

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)$. The chain rule gives $\nabla_1=\nabla_r+\tfrac12\nabla_R$ and $\nabla_2=-\nabla_r+\tfrac12\nabla_R$. The cross terms cancel in the sum of squares, so
$$-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_r^2-\tfrac14\nabla_R^2 .$$
The Schrödinger equation becomes
$$\left(-\nabla_r^2+\frac{\lambda}{r}\right)\Psi=(E-H')\Psi,$$
where $H'$ holds $-\tfrac14\nabla_R^2$, the spectator kinetic energies and all other potentials. When no third electron sits at $\mathbf R$, $H'$ is smooth in $\mathbf r$ near $\mathbf r=0$.

Project on the angular momentum $l$ of the direction of $\mathbf r$, and write that component of $\Psi$ as $A_{lm}r^l(1+c_lr+\dots)Y_{lm}$, with $A_{lm}$ a function of $\mathbf R$ and the spectators. The solutions $r^{-l-1}$ are excluded: for $l\ge1$ they are not normalizable, and for $l=0$, $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ would need a contact potential to balance it. In channel $l$,
$$-\nabla_r^2\,r^sY_{lm}=-\left[s(s+1)-l(l+1)\right]r^{s-2}Y_{lm}.$$
The bracket vanishes for $s=l$. For $s=l+1$ it is $(l+1)(l+2)-l(l+1)=2(l+1)$. The left side therefore starts with $[-2(l+1)c_l+\lambda]\,r^{l-1}$. The right side has no term of that order. Its leading pieces are a smooth function times $r^{l'}Y_{l'm'}$, which is a power series in $x,y,z$, and a homogeneous polynomial of degree $d$ contains angular momentum $l$ only if $d\ge l$; the $c_{l'}r$ corrections raise the order by one more. So the right side starts at $r^l$, and
$$c_l=\frac{\lambda}{2(l+1)}:\qquad c_0=\frac{\lambda}{2},\quad c_1=\frac{\lambda}{4}.\tag{1}$$
The energy does not appear, so (1) holds for every eigenstate, and every result below that is linear in the density matrix holds for mixtures, thermal ones included.

For opposite spins no symmetry restricts $l$. Collecting $l=0$ and $l=1$, with $r\,Y_{1m}$ written as a linear form $\mathbf B\cdot\mathbf r$,
$$\Psi=A\left(1+\tfrac{\lambda}{2}r\right)+\mathbf B\cdot\mathbf r+O(r^2).\tag{2}$$
For parallel spins, exchange sends $\mathbf r\to-\mathbf r$ at fixed $\mathbf R$, so only odd $l$ occurs:
$$\Psi=(\mathbf B\cdot\mathbf r)\left(1+\tfrac{\lambda}{4}r\right)+O(r^3).\tag{3}$$

## 4. The slope of the pair function

Squaring (2) gives
$$|\Psi|^2=|A|^2(1+\lambda r)+2\,\mathrm{Re}(A^*\mathbf B)\cdot\mathbf r+O(r^2).$$
The second term is odd in $\mathbf r$ and vanishes when averaged over the direction of $\mathbf r$ at fixed $\mathbf R$. Integrating over the spectators (configurations with one exactly at $\mathbf R$ have measure zero) and multiplying by $N_\uparrow N_\downarrow$ gives $\bar\rho_{\uparrow\downarrow}(r;\mathbf R)=\rho_{\uparrow\downarrow}(\mathbf R,\mathbf R)(1+\lambda r+\dots)$. In an isotropic gas the average is automatic, and
$$g_{\uparrow\downarrow}'(0^+)=\lambda\,g_{\uparrow\downarrow}(0).$$
The factor $\tfrac12$ of the cusp has doubled because $g$ is quadratic in $\Psi$. The derivative is the one-sided radial one; as a function of the vector $\mathbf r$, $g$ has a conical point at the origin.

Squaring (3) and using $\overline{|\mathbf B\cdot\mathbf r|^2}=|\mathbf B|^2r^2/3$,
$$g_{\uparrow\uparrow}(r)=\gamma_\uparrow r^2\left(1+\tfrac{\lambda}{2}r+\dots\right),\qquad n_\uparrow^2\gamma_\uparrow=\tfrac13N_\uparrow(N_\uparrow-1)\int|\mathbf B|^2d\tau.$$
Parallel pairs add neither value nor slope at $r=0$. The spin-summed function has $n^2g(0)=2n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)$, the same relation holds for the slopes, and hence
$$g'(0^+)=\lambda\,g(0),\qquad\text{in ordinary units }\; g'(0^+)=g(0)/a_0.\tag{4}$$
For the unpolarized gas $g(0)=\tfrac12g_{\uparrow\downarrow}(0)$. For the fully polarized gas (4) reads $0=0$ and the content lies in the ratio $\lambda/2$ of the $r^3$ to the $r^2$ coefficient. Without the angular average, the relation for $\rho_{\uparrow\downarrow}$ alone can fail in an inhomogeneous state; section 8 has an example. The sum $\rho_{\uparrow\downarrow}+\rho_{\downarrow\uparrow}$ is even in $\mathbf r$ at fixed $\mathbf R$, because swapping the two positions sends $\mathbf r\to-\mathbf r$, so the odd term cancels and the spin-summed slope is $\lambda$ in every direction. If $\mathbf r_1$ is held fixed instead of $\mathbf R$, the variation with $\mathbf R$ adds a term odd in $\mathbf r$ and the average is needed again.

## 5. Fourier transforms of the kink, and the structure factor

Let $f(r)=a_0'+a_1r+a_2r^2+a_3r^3+\dots$ near the origin be spherical, smooth for $r>0$ and decaying. With $w=rf$, the angular integral gives $F[f]=(4\pi/k)\int_0^\infty w\sin kr\,dr$. Two integrations by parts give
$$\int_0^\infty w\sin kr\,dr=\frac{w(0)}{k}-\frac1{k^2}\int_0^\infty w''\sin kr\,dr,$$
since the first boundary term is $[-w\cos kr/k]_0^\infty=w(0)/k$ and the second, $[w'\sin kr/k^2]_0^\infty$, vanishes. Repeating this with $w(0)=0$, $w''(0)=2a_1$, $w''''(0)=24a_3$,
$$F[f]\simeq-\frac{8\pi a_1}{k^4}+\frac{96\pi a_3}{k^6}-\dots\tag{5}$$
Even powers of $r$ are polynomials in $x,y,z$ and leave no power-law tail. The $l=1$ analogue follows from $F[zf]=i\,\partial_{k_z}F[f]$ and $\partial_{k_z}k^{-4}=-4k_z/k^6$:
$$F[r\,(\mathbf B\cdot\mathbf r)]\simeq 32\pi i\,\frac{\mathbf B\cdot\mathbf k}{k^6}.\tag{6}$$

Applying (5) to $g_{\uparrow\downarrow}-1$ with (4),
$$n_\uparrow n_\downarrow\int(g_{\uparrow\downarrow}-1)e^{-i\mathbf q\cdot\mathbf r}d^3r\to-\frac{8\pi\lambda\,n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)}{q^4}.\tag{7}$$
Parallel pairs begin at $a_3=\lambda\gamma/2$ and enter at $q^{-6}$. For the static structure factor $S(q)=1+n\int(g-1)e^{-i\mathbf q\cdot\mathbf r}d^3r$ this gives $1-S(q)\to8\pi\lambda\,n\,g(0)/q^4$.

## 6. The tail of the momentum distribution

Parseval's theorem in each of $\mathbf r_2,\dots,\mathbf r_N$ turns the definition into
$$\mathcal N_\uparrow(\mathbf k)=N_\uparrow\int\prod_{j\ge2}\frac{d^3k_j}{(2\pi)^3}\,|\tilde\Psi(\mathbf k,\mathbf k_2,\dots,\mathbf k_N)|^2 .$$
In a uniform system the total momentum is conserved, and a smooth $v_{\rm ext}$ supplies large momentum only with weight falling faster than any power. If electron 1 has large $\mathbf k$, the others must carry the recoil. Divide the integration domain accordingly: in region $j$, electron $j$ has $\mathbf k_j\approx-\mathbf k$ and all others have momenta small compared with $k$; in the remainder, at least two electrons have momenta of order $k$.

**One opposite-spin partner.** Define $\mathbf P=\mathbf k_1+\mathbf k_2$ and $\mathbf p=\tfrac12(\mathbf k_1-\mathbf k_2)$. Inserting $\mathbf r_{1,2}=\mathbf R\pm\tfrac12\mathbf r$ gives $\mathbf k_1\cdot\mathbf r_1+\mathbf k_2\cdot\mathbf r_2=\mathbf P\cdot\mathbf R+\mathbf p\cdot\mathbf r$, and $d^3r_1d^3r_2=d^3R\,d^3r$ (per Cartesian component the Jacobian is $|\tfrac12+\tfrac12|=1$). In region 2, $p$ is large and the rest small, so the amplitude is fixed by the non-analytic term $\tfrac{\lambda}{2}rA$ of (2). By (5) with $a_1=\lambda/2$,
$$\tilde\Psi\simeq-\frac{4\pi\lambda}{p^4}\,\tilde A(\mathbf P,\mathbf k_3,\dots).$$
At fixed $\mathbf k_1=\mathbf k$, $d^3k_2=d^3P$ and $\mathbf p=\mathbf k-\tfrac12\mathbf P$. To leading order $p=k$, the factor $16\pi^2\lambda^2/k^8$ leaves the integral, and Parseval's theorem read backwards gives $\int|A|^2d^3R\,d\tau$.

**Counting.** There are $N_\downarrow$ such regions, equal by antisymmetry among the down electrons, and they do not overlap, so probabilities add. Since $A=\Psi|_{\mathbf r=0}$, $N_\uparrow N_\downarrow\int|A|^2d\tau=\rho_{\uparrow\downarrow}(\mathbf R,\mathbf R)$, and
$$\mathcal N_\sigma(\mathbf k)\to\frac{16\pi^2\lambda^2T}{k^8},\qquad T=\int\rho_{\uparrow\downarrow}(\mathbf R,\mathbf R)\,d^3R.\tag{8}$$

**The remainder.** Two large recoil momenta probe the point where three electrons meet. Power counting, which is an estimate and not a rigorous bound, gives its order. Terms of first degree in the distances are sums of pair terms, already counted. A term of degree two in six relative coordinates, such as $r_{12}r_{13}$, has a transform scaling as $k^{-2-6}$, up to logarithms. Squared and multiplied by the volume $k^3$ of the one free large momentum, it gives $k^{-13}$. Two of any three electrons share a spin, so $\Psi$ vanishes at the triple point and the true order of this part is higher still. The remainder also holds configurations in which electron 1 recoils against one partner while a second, separate pair carries large opposite momenta. Their amplitude is $k^{-4}\cdot k^{-4}$, which again gives $k^{-13}$, with no suppression from spin; they are part of the spectator momenta over which the backward Parseval step above already integrated, so they add nothing to (8).

**Corrections within region 2.** Expanding $|\mathbf k-\tfrac12\mathbf P|^{-8}$, and interfering the $k^{-4}$ amplitude with the $k^{-5}$ amplitude of (6), produces terms of order $k^{-9}$ that are odd in $\mathbf k$. They vanish in an isotropic gas and after averaging over the direction of $\mathbf k$. The first correction is then of relative order $k^{-2}$.

**The gas.** Here $T=Vn_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)=\tfrac12Vn^2g(0)$, so
$$n_\sigma(k)\to\frac{16\pi^2\lambda^2n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)}{k^8}=\frac{8\pi^2\lambda^2n^2g(0)}{k^8}.\tag{9}$$
The coefficient is the same for both spins at any polarization, because each fast up electron is made together with a fast down electron. Insert $n=k_F^3/3\pi^2$, so that $8\pi^2n^2=8k_F^6/9\pi^2$, and write $1/k_F=\alpha r_s$, where $n=3/4\pi r_s^3$ gives $\alpha=(4/9\pi)^{1/3}=0.52106$. For $\lambda=1$,
$$n_\sigma(k)\to\frac{8}{9\pi^2}(\alpha r_s)^2\,g(0)\left(\frac{k_F}{k}\right)^8.\tag{10}$$
The $g(0)$ here is spin-summed, equal to $\tfrac12$ in the free unpolarized gas; in terms of $g_{\uparrow\downarrow}(0)$ the unpolarized prefactor is $4/9\pi^2$. The slope (4) is linear in $\lambda$ and changes sign for an attraction; the tail is quadratic and does not.

**Parallel partners.** The non-analytic term of (3) is $\tfrac{\lambda}{4}r(\mathbf B\cdot\mathbf r)$, with amplitude $8\pi i\lambda\,\tilde{\mathbf B}\cdot\mathbf p/p^6$ by (6). Squaring, averaging over the direction of $\mathbf k$ (a factor $\tfrac13$) and counting $N_\uparrow-1$ partners,
$$\mathcal N_\uparrow^{\uparrow\uparrow}(k)\to\frac{64\pi^2\lambda^2G}{k^{10}},\tag{11}$$
where $Gr^2$ is the leading term of the angle-averaged $\rho_{\uparrow\uparrow}$ integrated over $\mathbf R$; in the gas $G=Vn_\uparrow^2\gamma_\uparrow$. This is the leading tail of a fully polarized gas, where $g(0)=0$ removes (9).

Since $\int k^{2+m-8}dk$ converges at infinity only for $m<5$, the moments $\langle k^m\rangle$ diverge from $m=5$ on whenever $g(0)\neq0$. The kinetic energy above a momentum $K$, for a tail $C/k^8$ in each spin, is $2\cdot\frac{1}{2\pi^2}\int_K^\infty k^2\,\tfrac12k^2\,Ck^{-8}dk=C/6\pi^2K^3$.

## 7. The same results without the cusp: jellium in momentum space

**Lowest order.** With $v(q)=4\pi/q^2$ and $q=0$ removed by the background, the first-order state contains pair excitations $(\mathbf p_1\!\uparrow,\mathbf p_2\!\downarrow)\to(\mathbf k\!\uparrow,\mathbf p_1+\mathbf p_2-\mathbf k\!\downarrow)$ with amplitude $-v(\mathbf k-\mathbf p_1)/(V\Delta E)$ and
$$\Delta E=\tfrac12\left[k^2+(\mathbf p_1+\mathbf p_2-\mathbf k)^2-p_1^2-p_2^2\right]=k^2-\mathbf k\cdot(\mathbf p_1+\mathbf p_2)+\mathbf p_1\cdot\mathbf p_2=(\mathbf k-\mathbf p_1)\cdot(\mathbf k-\mathbf p_2).$$
For $k$ outside the Fermi sphere the number operator annihilates the unperturbed state, so at second order $n_\uparrow(k)$ is the sum of squared first-order amplitudes. The partner state is certainly empty for $k>k_{F\uparrow}+2k_{F\downarrow}$. Turning sums into integrals cancels $V^{-2}$:
$$n_\uparrow^{\uparrow\downarrow}(k)=\iint\frac{d^3p_1d^3p_2}{(2\pi)^6}\frac{v(\mathbf k-\mathbf p_1)^2}{\Delta E^2}\to n_\uparrow n_\downarrow\frac{16\pi^2}{k^8},$$
which is (9) with the free value $g_{\uparrow\downarrow}(0)=1$, the only value consistent at this order. For equal spins the amplitude is direct minus exchange and each unordered pair counts once, so (for $k>3k_{F\uparrow}$) the numerator is $\tfrac12[v(\mathbf k-\mathbf p_1)-v(\mathbf k-\mathbf p_2)]^2$. At large $k$ the difference is $8\pi\,\mathbf k\cdot(\mathbf p_1-\mathbf p_2)/k^4$. A filled sphere has $\langle p^2\rangle=\tfrac35k_{F\uparrow}^2$, so $\langle(\hat{\mathbf k}\cdot(\mathbf p_1-\mathbf p_2))^2\rangle=\tfrac25k_{F\uparrow}^2$ and the tail is $64\pi^2n_\uparrow^2(k_{F\uparrow}^2/5)/k^{10}$. A determinant of plane waves has $g_{\uparrow\uparrow}=1-|\langle e^{i\mathbf p\cdot\mathbf r}\rangle|^2$ with $\langle e^{i\mathbf p\cdot\mathbf r}\rangle=1-\langle p^2\rangle r^2/6+\dots$, so $\gamma_\uparrow=k_{F\uparrow}^2/5$, in agreement with (11).

The left side of (7) equals $\langle\hat\rho_{\uparrow,\mathbf q}\hat\rho_{\downarrow,-\mathbf q}\rangle/V$. At first order it has two equal terms, with the excitation in the ket or in the bra, and for $q>2k_{F\sigma}$ it is $-2\iint d^3p_1d^3p_2(2\pi)^{-6}v(q)/\Delta E$ with $\Delta E\to q^2$. The limit $-8\pi n_\uparrow n_\downarrow/q^4$ says that the first-order slope equals the zeroth-order value 1.

These five-dimensional integrals were evaluated by product Gauss quadrature and extrapolated with a polynomial in $1/k^2$. For $r_s=2$ bohr and polarization $\zeta=(n_\uparrow-n_\downarrow)/n=0.5$, the densities are $n_\uparrow=0.022381$ and $n_\downarrow=0.007460$ bohr$^{-3}$. Equation (9) gives $157.91\times0.022381\times0.007460=0.02637$ bohr$^{-8}$, and the integrals give $0.026367$ for up and for down electrons, although $k_{F\uparrow}=1.09844$ and $k_{F\downarrow}=0.76162$ bohr$^{-1}$ differ. The slope from the $q^{-4}$ tail is $1.000000$ bohr$^{-1}$. With $\gamma_\uparrow=1.09844^2/5=0.2413$ bohr$^{-2}$, (11) gives $631.65\times0.022381^2\times0.2413=0.07635$ bohr$^{-10}$, and the integral $0.076354$. For $\zeta=0$ the limit of $(k/k_F)^8n/(\alpha r_s)^2$ is $0.045032=4/9\pi^2$. These numbers fix coefficients; they are not predictions for a gas at $r_s=2$, where $g_{\uparrow\downarrow}(0)$ cannot be replaced by 1.

The cusp condition has fixed the slope of $g$ at contact and the large-momentum tails, and lowest-order jellium integrals have reproduced their coefficients. It remains to see how late the tail sets in, to test the relations to all orders for one pair and in Hooke's atom, and to examine what Monte Carlo calculations inherit and where the relations fail.
